**Bias of the first-Matsubara estimate of the quasiparticle weight**

The estimate $Z_1=1/(1+\lambda_1)$, with $\lambda_1=-\mathrm{Im}\,\Sigma(i\pi T)/\pi T$, is compared with $\lambda(T)=-\partial_\omega\mathrm{Re}\,\Sigma^R|_0$ and its zero-temperature limit for $\Sigma=-i\gamma+\Sigma_2$. Here $\gamma$ is an elastic rate, $\Sigma_2$ is the second-order local self-energy for a Lorentzian density of states of half-width $\Delta$, $u=U/\pi\Delta$ and $t=\pi T/\Delta$. The result is $\lambda_1=\gamma/\pi T+u^2[3-\pi^2/4+(2-\pi^2/4)t^2+O(t^4)]$ and $\lambda(T)=u^2[3-\pi^2/4-\frac56t^2+\dots]$, so the inelastic rate $C(\epsilon^2+\pi^2T^2)$ cancels at the first frequency while the elastic rate does not. The program asserts that a real-axis calculation (convolution, principal-value transform, finite differences) agrees with the digamma Matsubara sum, with the subtracted dispersion integral for $\lambda(T)$ and with the exact bias identity. It also asserts the series coefficients, the absence of a $t^3$ term, the cancellation for an asymmetric level, the high-temperature limit, and the leading biases of the two-point, three-point and two-temperature fits. For $u=2$ and $T=30$ K, where $Z_0=0.3194$, the output gives $Z_1=0.3207$ for $\Delta=100$ meV and $\gamma=0$, $0.2678$ with $\gamma=5$ meV, and $0.4012$ for $\Delta=10$ meV and $\gamma=0$. With $\Delta=10$ meV and $\gamma=5$ meV the two errors offset each other and $Z_1=0.3217$, and a scan in $t$ shows $Z_1$ staying between 0 and 1 where $\lambda(T)$ is negative.

## Program and output

```python
# First-Matsubara estimate Z1 = 1/(1+lam1), lam1 = S(w0)/w0, S(w) = -Im Sigma(iw), w0 = pi T,
# against lam(T) = -dRe Sigma^R/dw at w=0.  Gamma(e) = -Im Sigma^R(e).
# Model: Sigma = -i*gamma + second-order local self-energy with Lorentzian DOS of
# half-width Delta;  u = U/(pi Delta), t = pi T/Delta.
# Under test:  lam1   = gamma/(pi T) + u^2[(3-pi^2/4) + (2-pi^2/4) t^2 + O(t^4)]
#              lam(T) = u^2[(3-pi^2/4) - (5/6) t^2 + ...]
#   (the inelastic rate C(e^2+pi^2T^2) cancels at w0), the exact bias identity,
#   the high-T limit and the biases of fitting remedies.
# Functions work with Delta = 1, u = 1 (U^2 = pi^2); results scale as u^2.
import numpy as np
import mpmath as mp
from scipy.signal import fftconvolve
from scipy.special import digamma, polygamma, expit
from scipy.integrate import quad
from scipy.constants import k as kB, e as qe

pi = np.pi
LAM0, C2, K3 = 3 - pi**2/4, 2 - pi**2/4, 17/6 - pi**2/4

def g(w):
    return np.sign(w)/(np.abs(w) + 1)

def bubble(m, t):
    a, nu = 0.5 + 0.5/t, 2*t*m
    return 2*(digamma(a + m) - digamma(a))/(nu*(nu + 2))

def bubble0(t):
    return polygamma(1, 0.5 + 0.5/t)/(2*t)

def S_mats(n, t):
    M = max(int(1500/t), 20000)
    m = np.arange(1, M + 1.0)
    w, nu = (2*n + 1)*t, 2*t*m
    s = t*(bubble0(t)*g(w) + np.sum(bubble(m, t)*(g(w + nu) + g(w - nu))))
    X = nu[-1] + t + 1
    D = digamma(0.5 + 0.5/t + M) - digamma(0.5 + 0.5/t)
    return float(s - 2*w*(D/3 + 1/9)/X**3)

def real_axis(t, ed=0.0):
    T, dx = t/pi, min(t/5, 0.01)
    J, M = int(200/dx), int(40*T/dx) + 1
    x = dx*np.arange(-M, J + 2*M + 10)
    part = expit(x/T)/(pi*((x - ed)**2 + 1))      # empty states at +x
    hole = expit(x/T)/(pi*((x + ed)**2 + 1))      # filled states at -x
    kk = np.arange(-J, J + 1)
    idx = kk + 3*M
    def triple(a, b):
        full = fftconvolve(fftconvolve(a, a), b)*dx**2
        return np.where(idx >= 0, full[np.clip(idx, 0, None)], 0.0)
    G = pi**3*(triple(part, hole) + triple(hole, part)[::-1])
    e, L, G0 = dx*kk, dx*J, G[J]
    tail = (G[0] + G[-1])/(3*L)                   # Gamma ~ 1/e^2 beyond the grid
    def re_sigma(j):                              # principal value, odd-point rule
        odd = (kk - j) % 2 == 1
        return 2*dx/pi*np.sum(G[odd]/(j*dx - e[odd]))
    slope = (8*(re_sigma(1) - re_sigma(-1)) - (re_sigma(2) - re_sigma(-2)))/(12*dx)
    ep = e[J:]
    q = np.empty(J + 1)
    q[1:] = (G[J+1:] + G[J-1::-1] - 2*G0)/(2*ep[1:]**2)
    q[0] = (4*q[1] - q[2])/3
    trap = lambda y: dx*(np.sum(y) - 0.5*(y[0] + y[-1]))
    return dict(G0=G0, curv=q[0], lam=-slope + tail/pi,
                lam_fp=(2*trap(q) - 2*G0/L + tail)/pi,
                bias=G0/t - t*t/pi*(2*trap(q/(ep**2 + t*t)) - 2*G0/(3*L**3)),
                S=lambda w: w/pi*(trap(G/(e**2 + w*w)) + tail))

# digamma bubble against the direct frequency sum
N, t = 200000, 0.3
for m in (0, 1, 5):
    w = (2*np.arange(-N - m, N) + 1)*t
    direct = t*np.sum(g(w)*g(w + 2*t*m)) + 1/(2*t*N + 1 + t*m)
    assert abs(direct - (bubble(m, t) if m else bubble0(t))) < 1e-8

# real axis against Matsubara; finite-part formula; exact bias identity
scan = (0.1, 0.3, 0.6, 1.0, 3.0, 30.0)
R = {t: real_axis(t) for t in scan + (0.025, 0.05)}
for t, r in R.items():
    for n in range(3 if t < 5 else 1):
        w = (2*n + 1)*t
        assert abs(r['S'](w) - S_mats(n, t))/w < 1e-7
    assert abs(r['lam'] - r['lam_fp']) < 1e-6
    if t <= 3:
        assert abs(S_mats(0, t)/t - r['lam'] - r['bias']) < 1e-6

# T = 0 series by quadrature, Richardson-extrapolated cubic coefficient
mp.mp.dps = 25
c0T = lambda v: 2*mp.log1p(v)/(v*(v + 2))
def S_zero(w):
    w = mp.mpf(w)
    return (mp.quad(lambda v: c0T(v)/(1 + w + v), [0, 1, 10, 100, mp.inf])
            + mp.quad(lambda v: c0T(v)/(1 + w - v), [0, w])
            - mp.quad(lambda v: c0T(v)/(1 + v - w), [w, 1, 10, 100, mp.inf]))/2
cub = lambda w: float((S_zero(w) - (3 - mp.pi**2/4)*w + mp.mpf(w)**2/2)/mp.mpf(w)**3)
K_num = 2*cub(0.005) - cub(0.01)
assert abs(K_num - K3) < 1e-3

# pair density and its subtracted moment
p = lambda s: 2*(s*np.arctan(s) + np.log1p(s*s))/(s*(s*s + 4))
for s in (0.3, 2.0, 15.0):
    assert abs(p(s) - quad(lambda x: 1/((1 + x*x)*(1 + (s - x)**2)), 0, s)[0]) < 1e-9
Jf = lambda s: (p(s) - s)/s**3
J_num = Jf(0.005)*0.01 + quad(Jf, 0.01, 5)[0] + quad(Jf, 5, np.inf)[0]
assert abs(J_num + 5*pi/12) < 1e-5

# low-T coefficients
t, r = 0.025, R[0.025]
rate_num, curv_num = r['G0']/t**2, r['curv']
c2_num = (S_mats(0, t)/t - LAM0)/t**2
cT_num = (r['lam'] - LAM0)/t**2
kT_num = (r['S'](t)/t - r['lam'])/t**2
assert abs(rate_num - 0.5) < 5e-3 and abs(curv_num - 0.5) < 5e-3
assert abs(c2_num/C2 - 1) < 5e-3
assert abs(cT_num/(-5/6) - 1) < 1e-2
assert abs(kT_num/K3 - 1) < 2e-2
res = lambda t: S_mats(0, t)/t - LAM0 - C2*t*t
ratio4 = res(0.04)/res(0.02)
assert 15 < ratio4 < 17                           # no t^3 term
# away from the first frequency the order-T term survives: C(t^2-9t^2)/(3t)
assert abs((S_mats(1, 0.002)/0.006 - LAM0)/0.002/(-4/3) - 1) < 1e-2

# cancellation without particle-hole symmetry
ed = 0.5
Ra, Rb = real_axis(0.025, ed), real_axis(0.05, ed)
Ca = 0.5/(1 + ed**2)**3
ba, bb = Ra['S'](0.025)/0.025 - Ra['lam'], Rb['S'](0.05)/0.05 - Rb['lam']
assert abs(Ra['G0']/0.025**2/Ca - 1) < 1e-2
assert abs(Ra['lam'] - Ra['lam_fp']) < 1e-6 and abs(ba - Ra['bias']) < 1e-6
assert abs(ba) < 0.1*Ra['G0']/0.025 and 3.8 < bb/ba < 4.2

# high-T limit
assert abs(R[30.0]['lam']/(-pi**2/36) - 1) < 0.05
assert abs(S_mats(0, 30.0)/(pi**2/4/33) - 1) < 0.05

# remedies
slope2 = lambda t: (S_mats(1, t) - S_mats(0, t))/(2*t)
slope3 = lambda t: (-8*S_mats(0, t) + 12*S_mats(1, t) - 4*S_mats(2, t))/(8*t)
e2 = lambda t: (slope2(t) - LAM0)/t
e3 = lambda t: (slope3(t) - LAM0)/t**2
b2, b3 = 2*e2(0.005) - e2(0.01), 2*e3(0.005) - e3(0.01)
assert abs(b2/(-2) - 1) < 1e-2
assert abs(b3/(-(5/6 + 23*K3)) - 1) < 2e-2
bT = ((S_mats(0, 0.02) - S_mats(0, 0.01))/0.01 - LAM0)/(7*0.01**2)
assert abs(bT/C2 - 1) < 1e-2

print("coefficients per u^2, Delta=1: formula | numerical")
print(f"3-pi^2/4 = {LAM0:.5f} | {S_mats(0, 0.002)/0.002:.5f} (lam1 at t=0.002)")
print(f"C = 1/2 | rate/t^2 {rate_num:.4f}, curvature {curv_num:.4f} (t=0.025)")
print(f"2-pi^2/4 = {C2:.4f} | {c2_num:.4f} (t=0.025)")
print(f"-5/6 = {-5/6:.4f} | {cT_num:.4f} (t=0.025)")
print(f"K = {K3:.4f} | T=0 {K_num:.4f}, (lam1-lam)/t^2 {kT_num:.4f}")
print(f"-5pi/12 = {-5*pi/12:.5f} | {J_num:.5f}")
print(f"(2-pi^2/4)/(3-pi^2/4) = {C2/LAM0:.4f}")
print(f"residual ratio t=0.04/0.02: {ratio4:.2f}")
print(f"two-point bias/t: -2 | {b2:.3f}")
print(f"parabola bias/t^2: {-(5/6 + 23*K3):.3f} | {b3:.3f}")
print(f"-pi^2/36 = {-pi**2/36:.4f} | {R[30.0]['lam']:.4f} (t=30)")
print(f"asymmetric ed=0.5, t=0.025: C {Ca:.4f}, Gamma(0)/w0 {Ra['G0']/0.025:.5f}")
print(f"  actual bias {ba:.6f}, ratio on doubling t {bb/ba:.3f}")

u, TK, TK2, meV = 2.0, 30.0, 15.0, 1e3*kB/qe
w0, w0b = pi*meV*TK, pi*meV*TK2
Z = lambda lam: 1/(1 + lam)
Z0 = Z(u*u*LAM0)
print(f"example: u = {u}, T = {TK} K, kT = {meV*TK:.4f} meV, w0 = {w0:.4f} meV")
print(f"lam0 = {u*u*LAM0:.4f}, Z0 = {Z0:.4f}")
Z1s = {}
for Delta in (100.0, 10.0):
    t = w0/Delta
    r = real_axis(t)
    lamT, s0 = u*u*r['lam'], u*u*Delta*S_mats(0, t)
    print(f"Delta = {Delta} meV: U = {pi*u*Delta:.1f} meV, t = {t:.4f}")
    print(f"  lam(T) = {lamT:.4f}, Z(T) = {Z(lamT):.4f}")
    print(f"  inelastic Gamma(0) = {u*u*Delta*r['G0']:.4f} meV, /w0 = {u*u*r['G0']/t:.4f}")
    print(f"  actual lam1-lam(T) at gamma=0: {s0/w0 - lamT:.4f}, u^2 K t^2 = {u*u*K3*t*t:.4f}")
    for gam in (0.0, 5.0):
        l1 = (gam + s0)/w0
        ls = gam/w0 + u*u*(LAM0 + C2*t*t)
        Z1s[Delta, gam] = Z(l1)
        print(f"  gamma = {gam} meV: gamma/w0 = {gam/w0:.4f}, S(w0) = {gam + s0:.4f} meV")
        print(f"    lam1 = {l1:.4f} (series {ls:.4f}), Z1 = {Z(l1):.4f}")
        print(f"    Z1/Z0-1 = {100*(Z(l1)/Z0 - 1):+.1f} %, Z1/Z(T)-1 = {100*(Z(l1)/Z(lamT) - 1):+.1f} %")
    sb = u*u*Delta*S_mats(0, w0b/Delta)
    sl = (s0 - sb)/(w0 - w0b)
    print(f"  Z two-point = {Z(u*u*slope2(t)):.4f}, Z parabola = {Z(u*u*slope3(t)):.4f}")
    print(f"  gamma=5 meV, S(w0) at {TK2} K (w0 = {w0b:.4f} meV) = {5 + sb:.4f} meV")
    print(f"  two-T slope = {sl:.4f}, Z = {Z(sl):.4f}, intercept = {5 + sb - sl*w0b:.4f} meV")
assert abs(Z1s[100.0, 0.0]/Z0 - 1) < 0.01 and Z1s[100.0, 5.0] < 0.9*Z0
assert Z1s[10.0, 0.0] > 1.1*Z0
print("scan, u = 2, gamma = 0:")
for t in scan:
    l1, lT = u*u*S_mats(0, t)/t, u*u*R[t]['lam']
    assert l1 > 0
    print(f"  t = {t}: lam1 = {l1:.4f}, lam(T) = {lT:.4f}, Z1 = {Z(l1):.4f}")
print("PASS")
```

Output:

```
coefficients per u^2, Delta=1: formula | numerical
3-pi^2/4 = 0.53260 | 0.53260 (lam1 at t=0.002)
C = 1/2 | rate/t^2 0.4995, curvature 0.4994 (t=0.025)
2-pi^2/4 = -0.4674 | -0.4668 (t=0.025)
-5/6 = -0.8333 | -0.8322 (t=0.025)
K = 0.3659 | T=0 0.3659, (lam1-lam)/t^2 0.3654
-5pi/12 = -1.30900 | -1.30900
(2-pi^2/4)/(3-pi^2/4) = -0.8776
residual ratio t=0.04/0.02: 15.93
two-point bias/t: -2 | -2.000
parabola bias/t^2: -9.250 | -9.241
-pi^2/36 = -0.2742 | -0.2719 (t=30)
asymmetric ed=0.5, t=0.025: C 0.2560, Gamma(0)/w0 0.00640
  actual bias 0.000075, ratio on doubling t 4.007
example: u = 2.0, T = 30.0 K, kT = 2.5852 meV, w0 = 8.1216 meV
lam0 = 2.1304, Z0 = 0.3194
Delta = 100.0 meV: U = 628.3 meV, t = 0.0812
  lam(T) = 2.1087, Z(T) = 0.3217
  inelastic Gamma(0) = 1.3064 meV, /w0 = 0.1609
  actual lam1-lam(T) at gamma=0: 0.0095, u^2 K t^2 = 0.0097
  gamma = 0.0 meV: gamma/w0 = 0.0000, S(w0) = 17.2034 meV
    lam1 = 2.1182 (series 2.1181), Z1 = 0.3207
    Z1/Z0-1 = +0.4 %, Z1/Z(T)-1 = -0.3 %
  gamma = 5.0 meV: gamma/w0 = 0.6156, S(w0) = 22.2034 meV
    lam1 = 2.7339 (series 2.7337), Z1 = 0.2678
    Z1/Z0-1 = -16.2 %, Z1/Z(T)-1 = -16.7 %
  Z two-point = 0.3887, Z parabola = 0.3373
  gamma=5 meV, S(w0) at 15.0 K (w0 = 4.0608 meV) = 13.6387 meV
  two-T slope = 2.1091, Z = 0.3216, intercept = 5.0739 meV
Delta = 10.0 meV: U = 62.8 meV, t = 0.8122
  lam(T) = 1.0443, Z(T) = 0.4892
  inelastic Gamma(0) = 7.7079 meV, /w0 = 0.9491
  actual lam1-lam(T) at gamma=0: 0.4483, u^2 K t^2 = 0.9655
  gamma = 0.0 meV: gamma/w0 = 0.0000, S(w0) = 12.1226 meV
    lam1 = 1.4926 (series 0.8972), Z1 = 0.4012
    Z1/Z0-1 = +25.6 %, Z1/Z(T)-1 = -18.0 %
  gamma = 5.0 meV: gamma/w0 = 0.6156, S(w0) = 17.1226 meV
    lam1 = 2.1083 (series 1.5128), Z1 = 0.3217
    Z1/Z0-1 = +0.7 %, Z1/Z(T)-1 = -34.2 %
  Z two-point = 0.9814, Z parabola = 0.8860
  gamma=5 meV, S(w0) at 15.0 K (w0 = 4.0608 meV) = 12.6723 meV
  two-T slope = 1.0959, Z = 0.4771, intercept = 8.2220 meV
scan, u = 2, gamma = 0:
  t = 0.1: lam1 = 2.1121, lam(T) = 2.0978, Z1 = 0.3213
  t = 0.3: lam1 = 1.9855, lam(T) = 1.8754, Z1 = 0.3350
  t = 0.6: lam1 = 1.6974, lam(T) = 1.3838, Z1 = 0.3707
  t = 1.0: lam1 = 1.3286, lam(T) = 0.7782, Z1 = 0.4294
  t = 3.0: lam1 = 0.4677, lam(T) = -0.5213, Z1 = 0.6813
  t = 30.0: lam1 = 0.0099, lam(T) = -1.0877, Z1 = 0.9902
PASS
```
